# Softening of uniform resonance in an in-plane film under hard-axis field

## Problem

A thin ferromagnetic film lies in the $xy$ plane. It has a uniaxial anisotropy of energy density $K_u(1-m_x^2)$, with $K_u>0$, so $x$ is the easy axis and $y$ the in-plane hard axis. Here $\mathbf m$ is the unit vector of the magnetization, whose magnitude is $M_s$. A field $H\ge 0$ is applied along $y$. The film is so wide that its demagnetizing field is $-M_s m_z\hat{\mathbf z}$, and the magnetization is uniform.

Fields are expressed as flux densities:
$$b=\mu_0H,\qquad b_K=\frac{2K_u}{M_s},\qquad b_M=\mu_0M_s .$$

(a) Find the equilibrium direction for every $b\ge0$.

(b) Without damping, find the frequency of small uniform oscillations. Show that it falls continuously to zero at $b=b_K$ and vanishes at no other $b\ge0$. Compare the two sides of this point.

(c) At $b=b_K$, what is the frequency of a swing of small but finite amplitude $u_0$?

(d) The field is turned by a small angle $\delta$ from the hard axis. What is the lowest frequency in the state of lowest energy, and at which field does it occur?

(e) How does Gilbert damping $\alpha$ change the behaviour near $b_K$?

(f) Can a spin wave of finite wavelength soften before the uniform mode?

(g) Evaluate the results for a 20 nm nickel film with $b_M=600$ mT, $b_K=10$ mT, $g=2.2$ and $\alpha=0.04$, and estimate what misalignment, grains and temperature do to the zero.

## Solution

### (a) Equilibrium

Dividing the energy density by $M_s$ gives an energy in units of field,
$$e=-b\,m_y+\frac{b_K}{2}(1-m_x^2)+\frac{b_M}{2}m_z^2 .$$
Since $1-m_x^2=m_y^2+m_z^2$, this is
$$e=-b\,m_y+\frac{b_K}{2}m_y^2+\frac{b_K+b_M}{2}m_z^2 .$$
At fixed $m_y$ the last term is smallest for $m_z=0$, so the magnetization lies in the plane. What remains is a parabola in $m_y$ with its minimum at $m_y=b/b_K$. That value is available as long as it does not exceed 1. Let $u$ be the tilt of $\mathbf m$ from the hard axis towards $x$, so that $\mathbf m_0=(\sin u,\cos u,0)$. Then
$$\cos u=\frac{b}{b_K}\quad(b\le b_K),\qquad u=0\quad(b\ge b_K).$$
Below $b_K$ there are two equivalent minima, $\pm u$. They merge on the hard axis at $b_K$.

### (b) Small oscillations

The undamped equation of motion, with $\gamma=g\mu_B/\hbar>0$, is
$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf b_{\rm eff},\qquad \mathbf b_{\rm eff}=-\frac{\partial e}{\partial\mathbf m}=(b_Km_x,\;b,\;-b_Mm_z),$$
where the first form of $e$ was differentiated. In equilibrium the effective field is parallel to $\mathbf m_0$, $\mathbf b_{\rm eff}=\lambda\mathbf m_0$, with
$$\lambda=\mathbf b_{\rm eff}\cdot\mathbf m_0=b\cos u+b_K\sin^2u .$$

A small deviation is perpendicular to $\mathbf m_0$:
$$\delta\mathbf m=\xi\,\mathbf e_1+\zeta\,\hat{\mathbf z},\qquad \mathbf e_1=(\cos u,-\sin u,0).$$
The vector products needed are $\mathbf m_0\times\mathbf e_1=-\hat{\mathbf z}$ and $\mathbf m_0\times\hat{\mathbf z}=\mathbf e_1$. To first order the torque is
$$\delta\mathbf m\times\lambda\mathbf m_0+\mathbf m_0\times\delta\mathbf b=\mathbf m_0\times(\delta\mathbf b-\lambda\,\delta\mathbf m).$$
The field changes by $\delta\mathbf b=b_K\xi\cos u\,\hat{\mathbf x}-b_M\zeta\,\hat{\mathbf z}$, whose component along $\mathbf e_1$ is $b_K\xi\cos^2u$. The part of the bracket perpendicular to $\mathbf m_0$ is therefore $-A\xi\,\mathbf e_1-B\zeta\,\hat{\mathbf z}$, with
$$A=\lambda-b_K\cos^2u=b\cos u-b_K\cos2u,$$
$$B=\lambda+b_M=b_M+b\cos u+b_K\sin^2u .$$
$A$ is the stiffness against rotation in the plane, and $B$ the stiffness against leaving it. Carrying out the product with $\mathbf m_0$ and including the factor $-\gamma$,
$$\dot\xi=\gamma B\zeta,\qquad \dot\zeta=-\gamma A\xi,\qquad\text{so}\qquad \omega^2=\gamma^2AB .$$

Below $b_K$, inserting $\cos u=b/b_K$ gives
$$A=\frac{b^2}{b_K}-b_K\left(\frac{2b^2}{b_K^2}-1\right)=\frac{b_K^2-b^2}{b_K},$$
$$B=b_M+\frac{b^2}{b_K}+b_K-\frac{b^2}{b_K}=b_M+b_K .$$
Above $b_K$, $u=0$ gives $A=b-b_K$ and $B=b_M+b$. Hence
$$\omega^2=\gamma^2(b_M+b_K)\frac{b_K^2-b^2}{b_K}\quad(b\le b_K),$$
$$\omega^2=\gamma^2(b_M+b)(b-b_K)\quad(b\ge b_K).$$
Both expressions vanish at $b=b_K$. Because $B>0$ throughout, a zero requires $A=0$, and for $b\ge0$ this happens at $b_K$ alone. This is the required result.

The softening is a loss of in-plane stiffness. At $b_K$ the torque of the applied field, which pulls $\mathbf m$ towards $y$, cancels to first order the anisotropy torque, which pulls it towards $x$. The demagnetizing field still resists motion out of the plane. The ratio of the out-of-plane to the in-plane amplitude is $\sqrt{A/B}$, so the orbit flattens into the plane as the frequency falls.

Close to the critical field, $b_K^2-b^2\approx2b_K(b_K-b)$, and
$$\omega^2\approx\gamma^2(b_M+b_K)\times\begin{cases}2(b_K-b)&b<b_K\\ b-b_K&b>b_K.\end{cases}$$
The frequency itself follows a square root on each side. At equal small distances, $\omega^2$ is twice as large below as above.

If $\mathbf m$ were held on the hard axis below $b_K$, then $A=b-b_K<0$. Small deviations would grow at the rate $\gamma\sqrt{(b_M+b)(b_K-b)}$, and the film would leave this state for one of the two tilted minima.

### (c) Finite swing at the critical field

For motion in the plane at $b=b_K$,
$$e(u)-e(0)=-b_K\cos u+\frac{b_K}{2}\cos^2u+\frac{b_K}{2}=\frac{b_K}{2}(1-\cos u)^2\approx\frac{b_K}{8}u^4 .$$
The quadratic term is gone, but a quartic one remains. To leading order in the amplitude the equations of motion become
$$\dot u=\gamma(b_M+b_K)m_z,\qquad \dot m_z=-\gamma\frac{de}{du}=-\frac{\gamma b_K}{2}u^3,$$
and therefore
$$\ddot u=-c\,u^3,\qquad c=\frac{\gamma^2(b_M+b_K)b_K}{2}.$$
Multiplying by $\dot u$ and integrating from the turning point $u_0$ gives $\dot u^2=\tfrac c2(u_0^4-u^4)$. With $u=u_0s$, four quarter swings take
$$T=\frac{4}{u_0}\sqrt{\frac2c}\int_0^1\frac{ds}{\sqrt{1-s^4}} .$$
The substitution $s=\cos\vartheta$ turns $1-s^4$ into $\sin^2\vartheta\,(2-\sin^2\vartheta)$, so the integral equals
$$\frac{1}{\sqrt2}\int_0^{\pi/2}\frac{d\vartheta}{\sqrt{1-\frac12\sin^2\vartheta}}=\frac{\mathcal K}{\sqrt2},$$
where $\mathcal K$ is the complete elliptic integral of the first kind at parameter $1/2$. Thus
$$f=\frac1T=\frac{\sqrt c\,u_0}{4\mathcal K}.$$
The frequency is proportional to the amplitude. The zero found in (b) is the limit of vanishing amplitude.

### (d) Misaligned field

Let the field point at an angle $\delta>0$ from $y$ towards $x$. The in-plane energy is $e=-b\cos(u-\delta)+\tfrac{b_K}{2}\cos^2u$, so
$$e'=b\sin(u-\delta)-b_K\sin u\cos u=0,\qquad A=e''=b\cos(u-\delta)-b_K\cos2u .$$
Write $b=b_K(1+\varepsilon)$. The terms balance if $u$ is of order $\delta^{1/3}$ and $\varepsilon$ of order $\delta^{2/3}$. With $\sin u\cos u\approx u-\tfrac23u^3$, the terms of order $\delta$ in $e'/b_K$ are
$$\varepsilon u-\delta-\frac{u^3}{6}+\frac{2u^3}{3}=0\quad\Rightarrow\quad \varepsilon u+\frac{u^3}{2}=\delta .$$
In the stiffness the leading terms are
$$\frac{A}{b_K}=\varepsilon-\frac{u^2}{2}+2u^2=\varepsilon+\frac32u^2 .$$
Eliminating $\varepsilon=\delta/u-u^2/2$ leaves $A/b_K=\delta/u+u^2$. Its derivative with respect to $u$ vanishes at $u^3=\delta/2$. There $\delta/u=2u^2$, and so
$$A_{\min}=3b_K\left(\frac\delta2\right)^{2/3},\qquad \varepsilon_{\min}=\frac32\left(\frac\delta2\right)^{2/3}.$$
To this order $B=b_M+b_K$, and the lowest frequency is
$$f_{\min}=\frac{\gamma}{2\pi}\sqrt{3b_K(b_M+b_K)}\left(\frac\delta2\right)^{1/3}.$$
The minimum lies slightly above $b_K$. The cube root makes the zero very sensitive to alignment: reducing $\delta$ by a factor of 8 only halves the gap.

This gap belongs to the minimum of lowest energy, with $u>0$, which the film follows when the field is lowered from above $b_K$. At lower fields there is also a metastable minimum with $u<0$. By the same expression $A/b_K=\delta/u+u^2$, its stiffness vanishes at $u^3=-\delta$, which means $\varepsilon=-\tfrac32\delta^{2/3}$. A film prepared in that state and taken up in field does soften to zero there, and then switches to the other minimum.

### (e) Damping

Gilbert damping adds $\alpha\,\mathbf m\times\dot{\mathbf m}$ to the equation of motion. To first order this is $\alpha(\dot\zeta\,\mathbf e_1-\dot\xi\,\hat{\mathbf z})$, so
$$\dot\xi=\gamma B\zeta+\alpha\dot\zeta,\qquad \dot\zeta=-\gamma A\xi-\alpha\dot\xi .$$
For solutions proportional to $e^{\Lambda t}$ the determinant condition is $\Lambda^2+(\gamma A+\alpha\Lambda)(\gamma B+\alpha\Lambda)=0$, or
$$(1+\alpha^2)\Lambda^2+\alpha\gamma(A+B)\Lambda+\gamma^2AB=0 .$$
Its discriminant, divided by $\gamma^2$, is
$$\alpha^2(A+B)^2-4(1+\alpha^2)AB=\alpha^2(B-A)^2-4AB .$$
The motion does not oscillate when this is not negative. With $r=A/B<1$ the border is $\alpha(1-r)=2\sqrt r$, a quadratic equation for $\sqrt r$ whose positive root is
$$\sqrt r=\frac{\sqrt{1+\alpha^2}-1}{\alpha}\approx\frac\alpha2 .$$
Setting $A=rB$ on each branch gives the edges of an overdamped window:
$$b_-=\sqrt{b_K^2-r\,b_K(b_M+b_K)},\qquad b_+=\frac{b_K+r\,b_M}{1-r}.$$
The lower edge exists only if $r(b_M+b_K)\le b_K$, which for the values in (g) means $\alpha$ up to about 0.26. For stronger damping the motion is overdamped at every field below $b_K$. When both edges exist, the oscillation frequency reaches zero before $b_K$ from either side. The stiffness still vanishes at $b_K$ itself. There one root is $\Lambda=0$, a deviation that does not relax in linear order, and the other is $\Lambda=-\alpha\gamma B/(1+\alpha^2)$.

### (f) Finite wavelength

Let the deviation vary as $e^{i\mathbf k\cdot\mathbf r}$ in the plane and be uniform through the thickness $d$, with $\theta$ the angle between $\mathbf k$ and $\mathbf m_0$. Exchange of stiffness $A_{\rm ex}$ adds $Dk^2$ to both $A$ and $B$, where $D=2A_{\rm ex}/M_s$.

A magnetization component of three-dimensional wavevector $\mathbf q=(\mathbf k,q_z)$ produces the dipolar field $-b_M\mathbf q(\mathbf q\cdot\mathbf m)/q^2$. Averaging over the film thickness, with $x=q_zd$ and $\kappa=kd$, gives for the direction along $\mathbf k$ the factor
$$P=\frac1\pi\int_0^\infty\left[\frac{\sin(x/2)}{x/2}\right]^2\frac{\kappa^2}{x^2+\kappa^2}\,dx .$$
The squared bracket is $2(1-\cos x)/x^2$, and $\kappa^2/[x^2(x^2+\kappa^2)]=1/x^2-1/(x^2+\kappa^2)$. The two resulting integrals of $1-\cos x$ are $\pi/2$ and $\pi(1-e^{-\kappa})/(2\kappa)$, so
$$P=1-\frac{1-e^{-kd}}{kd},\qquad 0\le P<1 .$$
The factors along $\mathbf k$ and $z$ add up to 1, so the out-of-plane factor is $1-P$. The cross term is odd in $q_z$ and averages to zero. The in-plane deviation has a component $\sin\theta$ along $\mathbf k$, hence
$$A_k=A+Dk^2+b_MP\sin^2\theta,\qquad B_k=B+Dk^2-b_MP .$$
Here $B_k\ge\lambda+b_M(1-P)>0$, and $A_k>A$ for $k\neq0$. When $A$ reaches zero every finite-$k$ stiffness is still positive. Within this description, which treats the lattice as rigid, no spin wave reaches zero frequency before the uniform mode. Away from $b_K$, long waves along $\mathbf m_0$ can still lie slightly below the uniform frequency, because $B_k$ first decreases with $k$.

### (g) Nickel film

The given parameters are rough typical values for a polycrystalline film. They correspond to $M_s=477.5$ kA/m and $K_u=2.39$ kJ/m³, an anisotropy taken here to come from strain. The strain is assumed fixed by a rigid substrate. With a magnetostriction $|\lambda_s|\approx34\times10^{-6}$ and a shear modulus $G\approx76$ GPa, both rough, the magnetoelastic field $9\lambda_s^2G/M_s$ is about 1.7 mT. A film free to deform would keep a gap of about 1 GHz at its reorientation point. On a real substrate the same coupling lowers $A_k$ by a term linear in $kd$, so a distortion some micrometres long becomes unstable slightly before the uniform mode: by about 0.01 mT on a stiff substrate, and by much more on a soft one. The gyromagnetic factor is $\gamma/2\pi=30.79$ GHz/T.

At zero field,
$$f=0.03079\ \tfrac{\rm GHz}{\rm mT}\times\sqrt{10\times610}\ {\rm mT}=2.40\ {\rm GHz}.$$
At 9 mT, $A=10-81/10=1.9$ mT and $f=0.03079\sqrt{1.9\times610}=1.05$ GHz. At 11 mT, $A=1$ mT, $B=611$ mT and $f=0.761$ GHz.

| $b$ (mT) | tilt $u$ (deg) | $f$ (GHz) |
|---|---|---|
| 0 | 90.0 | 2.405 |
| 5 | 60.0 | 2.083 |
| 9 | 25.8 | 1.048 |
| 9.9 | 8.1 | 0.339 |
| 10 | 0 | 0 |
| 10.1 | 0 | 0.241 |
| 11 | 0 | 0.761 |
| 20 | 0 | 2.425 |

Half of the zero-field frequency is still present at 8.7 mT, since $f\propto\sqrt{1-b^2/b_K^2}$ below $b_K$. The other half is lost in the last 1.3 mT before $b_K$. At 0.01 mT from $b_K$, the ratio of $f^2$ below to $f^2$ above is 1.999, close to the limit 2. Before rounding, the frequencies in the table agree with the eigenvalues of the numerically linearized equation of motion to within $10^{-4}$ GHz. All frequencies in this part are those without damping. With $\alpha=0.04$ the film does not oscillate at 9.9 and 10.1 mT, which lie inside the overdamped window given below.

**Finite swing.** Without damping, an amplitude of 5° at $b_K$ gives 0.126 GHz, both from the formula in (c) and from integrating the equation of motion. With $\alpha=0.04$ this swing does not oscillate: the in-plane stiffness is at most $\tfrac32b_Ku_0^2=0.11$ mT, too small to overcome the damping, and the magnetization creeps back to the hard axis.

**Misalignment.** For $\delta=1^\circ$ the formulas in (d) give a minimum of 0.858 GHz at 10.64 mT. Direct minimization gives 0.875 GHz at 10.58 mT. The leading-order frequency is thus 2% below the numerical one. In the state of lowest energy, one degree is enough to stop the softening at more than a third of the zero-field frequency.

**Damping.** With $r=4.00\times10^{-4}$ the overdamped window runs from 9.88 to 10.24 mT. At $b_K$ the fast deviation decays in 0.21 ns. The window is reached only if the alignment is good enough. Its edge corresponds to $A=rB\approx0.24$ mT, whereas a misalignment of 1° keeps $A$ above about $2\times0.64=1.3$ mT, because $A_{\min}=2b_K\varepsilon_{\min}$. In the state of lowest energy the mode therefore stays oscillatory at that angle, but it is broad. Its damped minimum frequency is about 0.79 GHz, and its full linewidth $\alpha\gamma(A+B)/2\pi$ is about 0.75 GHz.

**Grains.** Nickel has a cubic anisotropy $K_1(a_1^2a_2^2+a_2^2a_3^2+a_3^2a_1^2)=\tfrac{K_1}{2}(1-\sum a_i^4)$, where the $a_i$ are the components of $\mathbf m$ along the crystal axes. Its torque about the film normal is, up to sign, $2K_1\sum a_i^3c_i$, with $\mathbf c$ the in-plane unit vector perpendicular to $\mathbf m$. For random grains $\langle c_ic_j\rangle=\tfrac12(\delta_{ij}-a_ia_j)$ at given $\mathbf a$. The averages over all directions of $\mathbf a$ are $\langle a_i^6\rangle=\tfrac17$, $\langle a_i^8\rangle=\tfrac19$ and, for $i\neq j$, $\langle a_i^4a_j^4\rangle=\tfrac1{105}$, so that $\langle\sum a_i^6\rangle=\tfrac37$ and $\langle(\sum a_i^4)^2\rangle=\tfrac39+\tfrac6{105}$. The mean square torque is
$$4K_1^2\cdot\frac12\left[\Big\langle\sum a_i^6\Big\rangle-\Big\langle\big(\sum a_i^4\big)^2\Big\rangle\right]=2K_1^2\left(\frac{45}{105}-\frac{41}{105}\right)=\frac{8}{105}K_1^2 .$$
Take $|K_1|=5$ kJ/m³ and grains of 20 nm, both rough, and a patch of 1 μm × 1 μm that turns as a unit. It holds 2500 grains, and independent torques average down by $\sqrt{2500}=50$. The rms net torque is $0.276\times5000/50=27.6$ J/m³. Divided by $M_s$ this is a transverse field of 0.058 mT, equivalent to a misalignment of 0.33°. For a patch free of its surroundings, a torque of this rms size gives an undamped minimum frequency of 0.60 GHz even for a perfectly aligned field. The torque varies randomly from patch to patch, and the minimum varies with it. This figure depends on the assumed patch size. The grains also change the local curvature of the energy, and so the local critical field, which this estimate omits. The rms curvature is about $|K_1|$ per grain, or 0.2 mT for the patch, comparable to the overdamped window. The estimate holds for random grains only: in a film with (111) texture the $K_1$ term is constant for in-plane $\mathbf m$ and gives no torque.

**Temperature.** At $b_K$ the same patch, of volume $V$, has the Boltzmann weight $\exp(-M_sVb_Ku^4/8k_BT)$. From $\int_0^\infty u^ne^{-au^4}du=\tfrac14a^{-(n+1)/4}\,\Gamma(\tfrac{n+1}{4})$,
$$\langle u^2\rangle=\frac{\Gamma(3/4)}{\Gamma(1/4)}\sqrt{\frac{8k_BT}{M_sVb_K}} .$$
At 300 K the rms tilt is 4.5°. A weak transverse field $b_x$ produces the mean tilt $M_sV\langle u^2\rangle b_x/k_BT$, so the static stiffness is $k_BT/(M_sV\langle u^2\rangle)=0.069$ mT instead of zero. This is smaller than the stiffness at the edge of the overdamped window.

**Nonuniformity.** With $A_{\rm ex}=8$ pJ/m, also rough, a wave of 1 μm wavelength along the magnetization has $Dk^2=1.32$ mT and $P=0.060$. At $b_K$ it keeps a frequency of 0.85 GHz. The patch estimates ignore the coupling to the surrounding film. At this wavelength the exchange term is 1.3 mT, and for a wave across the magnetization ($\theta=90^\circ$) the dipolar term $b_MP$ is 36 mT. A patch bounded along $x$ pays mainly the dipolar term, which is far larger than the stiffnesses found for the patch. The estimates are therefore rough, and the gap caused by grains in a continuous film can be considerably smaller.

**Comparison with real films.** The ideal zero needs a well-aligned field and a uniform anisotropy. For the numbers used here, a misalignment of 1° raises the undamped minimum from zero to about 0.9 GHz in the state of lowest energy. Grains can raise it too, by an amount that depends on how large a region turns together. A perpendicular anisotropy of the surfaces replaces $b_M$ by an effective value. As long as that value is positive it rescales the frequencies through $B$ and leaves the critical field unchanged. A patterned element also breaks the assumption of an extended film. If its in-plane demagnetizing factors are $N_x$ and $N_y$ and it stays uniform, the energy gains $\tfrac{b_M}{2}(N_y-N_x)m_y^2$ for in-plane $\mathbf m$, which moves the critical field to $b_K+b_M(N_y-N_x)$. A difference of only 0.001 shifts it by 0.6 mT, more than the whole overdamped window.

## Computed values

```
inputs: bM = 600 mT, bK = 10.0 mT, g = 2.2, alpha = 0.04
thickness = 20 nm, patch side = 1000 nm, grain = 20 nm
exchange = 8.0 pJ/m, cubic |K1| = 5.0 kJ/m^3, T = 300 K
gamma = 0.19347 rad/(ns mT)
gamma/(2 pi) = 30.792 GHz/T
Ms = 477.5 kA/m
Ku = 2.387 kJ/m^3
b =  0.0 mT: tilt from hard axis =  90.00 deg, f = 2.4049 GHz
b =  5.0 mT: tilt from hard axis =  60.00 deg, f = 2.0827 GHz
b =  9.0 mT: tilt from hard axis =  25.84 deg, f = 1.0483 GHz
b =  9.9 mT: tilt from hard axis =   8.11 deg, f = 0.3393 GHz
b = 10.0 mT: tilt from hard axis =   0.00 deg, f = 0.0000 GHz
b = 10.1 mT: tilt from hard axis =   0.00 deg, f = 0.2405 GHz
b = 11.0 mT: tilt from hard axis =   0.00 deg, f = 0.7611 GHz
b = 15.0 mT: tilt from hard axis =   0.00 deg, f = 1.7075 GHz
b = 20.0 mT: tilt from hard axis =   0.00 deg, f = 2.4245 GHz
hard-axis state at 9.0 mT: growth rate = 4.774 1/ns
f^2 below / f^2 above at distance 0.01 mT = 1.9990
swing of 5.0 deg at bK: f = 0.1256 GHz (integrated), 0.1257 GHz (formula)
misalignment 1.0 deg, numerical: minimum f = 0.875 GHz at 10.580 mT
misalignment 1.0 deg, small-angle formula: minimum f = 0.858 GHz at 10.636 mT
critical stiffness ratio r = 3.997e-04
overdamped window: 9.877 mT to 10.244 mT
fast decay rate at bK = 4.713 1/ns, time = 0.212 ns
thermal rms tilt of patch at bK = 4.55 deg
thermal static stiffness at bK = 0.0689 mT
rms grain torque / |K1| = 0.2760, grains in patch = 2500
residual transverse field of grains = 0.0578 mT, equivalent misalignment = 0.331 deg
minimum f from grain torque = 0.599 GHz
wavelength 1000 nm: kd = 0.1257, dipolar factor P = 0.0603
exchange stiffness field = 1.323 mT, f at bK = 0.849 GHz
```
